# The even gap mode between two plasmonic metals as the gap closes

## 1. Definitions and the statement

A dielectric layer of thickness $w=2a$ fills $|x|<a$ and has real permittivity $\varepsilon_d>0$. Identical metals fill $|x|>a$ and have real permittivity $\varepsilon_m=-E$ with $E>0$. All media are nonmagnetic and respond locally, and the frequency $\omega$ is held fixed throughout. Atomic units are used in the algebra, with $k_0=\omega/c$.

The wave is transverse magnetic, with $H_y=H(x)\,e^{i\beta z-i\omega t}$. A propagating guided mode has real $\beta>0$ and a field that decays into both metals. Its effective index is $n=\beta/k_0$. "Even" means $H(-x)=H(x)$.

A negative permittivity alone does not ensure that the even mode survives in a narrow gap. The correct statement is as follows.

- If $E>\varepsilon_d$, there is one even mode with $n>\sqrt{\varepsilon_d}$ for every $w>0$. Its index rises strictly as $w$ falls, and it diverges as $1/w$.
- If $E\le\varepsilon_d$, no even mode propagates in a narrow gap.

The closing of the gap means $w\to0^+$. At $w=0$ there is one piece of metal and no gap mode.

## 2. The wave equation and the matching condition

Ampère's law, $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$, has the components $-i\beta H=-ik_0\varepsilon E_x$ and $H'=-ik_0\varepsilon E_z$. Hence

$$E_x=\frac{\beta H}{k_0\varepsilon},\qquad E_z=\frac{iH'}{k_0\varepsilon}.$$

Faraday's law, $\nabla\times\mathbf E=ik_0\mathbf H$, has the $y$ component $i\beta E_x-E_z'=ik_0H$. Inserting the fields and multiplying by $ik_0$ gives

$$\left(\frac{H'}{\varepsilon}\right)'+k_0^2H=\frac{\beta^2}{\varepsilon}H. \tag{1}$$

The tangential fields $H$ and $E_z$ are continuous, so $H$ and $H'/\varepsilon$ are continuous. Define

$$q^2=\beta^2-\varepsilon_dk_0^2,\qquad k_m^2=\beta^2+Ek_0^2=q^2+K^2,\qquad K^2=(E+\varepsilon_d)k_0^2.$$

For real $q>0$ the even solution is $H=\cosh qx$ in the gap and $H=\cosh(qa)\,e^{-k_m(x-a)}$ for $x>a$. This already makes $H$ continuous. Continuity of $H'/\varepsilon$ at $x=a$ requires

$$\frac{q\sinh qa}{\varepsilon_d}=\frac{-k_m\cosh qa}{-E}.$$

With $r=\varepsilon_d/E$ this becomes

$$q\tanh(qa)=r\,k_m. \tag{2}$$

The value $q=0$ gives no mode: the left side vanishes while $k_m=K>0$.

## 3. Existence, and the condition on the metal

Divide (2) by $k_m$:

$$G(q,a)\equiv\tanh(qa)\,\frac{q}{\sqrt{q^2+K^2}}=r. \tag{3}$$

Both factors are positive and rise strictly with $q$, from 0 at $q=0$ towards 1 as $q\to\infty$. Their product does the same. Equation (3) therefore has one root if $r<1$ and none if $r\ge1$. The condition $r<1$ is $E>\varepsilon_d$, and it does not involve the width.

Even modes with $\beta^2<\varepsilon_dk_0^2$ remain to be considered. Put $q=ip$, with $0<p<\sqrt{\varepsilon_d}k_0$. Since $\tanh(ipa)=i\tan(pa)$, (2) becomes

$$-p\tan(pa)=r\sqrt{K^2-p^2}.$$

The right side is positive because $p^2<\varepsilon_dk_0^2<K^2$. The tangent must be negative, so $pa>\pi/2$. This cannot happen if $w\le\pi/(\sqrt{\varepsilon_d}k_0)$, half a wavelength in the dielectric. Below that width the root of (3) is the one possible even mode, and for $E\le\varepsilon_d$ there is none.

## 4. The index rises as the gap narrows

At fixed $q$, $G$ also rises with $a$. To keep $G=r$ when $a$ is reduced, $q$ must grow. The rate follows from the logarithm of (3),

$$\ln q+\ln\tanh(qa)-\tfrac12\ln(q^2+K^2)=\ln r.$$

Use $d\ln\tanh y=2\,dy/\sinh2y$ and write $S=2/\sinh(2qa)$:

$$\frac{dq}{q}+S\,(a\,dq+q\,da)-\frac{q\,dq}{k_m^2}=0.$$

The first and last terms combine through $1/q-q/k_m^2=K^2/(qk_m^2)$, so

$$\frac{dq}{da}=-\frac{qS}{aS+K^2/(qk_m^2)}<0.$$

From $\beta^2=q^2+\varepsilon_dk_0^2$ we have $\beta\,d\beta=q\,dq$, and $da=dw/2$. Therefore

$$\frac{dn}{dw}=\frac{q}{2\beta k_0}\frac{dq}{da}<0. \tag{4}$$

## 5. The two ends of the range

**Wide gap.** As $a\to\infty$, $\tanh(qa)\to1$ and (2) gives $q^2=r^2(q^2+K^2)$, or $q^2=r^2K^2/(1-r^2)$. Substituting $r$ and $K$,

$$n^2\to\varepsilon_d+\frac{\varepsilon_d^2(E+\varepsilon_d)}{E^2-\varepsilon_d^2}=\varepsilon_d+\frac{\varepsilon_d^2}{E-\varepsilon_d}=\frac{\varepsilon_dE}{E-\varepsilon_d}.$$

This is the index of a plasmon on a single surface.

**Closing gap.** Write (2) as $\tanh(qa)=r\sqrt{1+K^2/q^2}$. The right side exceeds $r$, so $q>\operatorname{artanh}(r)/a$ at every width. Thus $q\to\infty$ as $a\to0$. Then $K/q\to0$, $qa\to\operatorname{artanh}r$ and $\beta/q\to1$, which gives

$$n\to\frac{2\operatorname{artanh}(\varepsilon_d/E)}{k_0w}. \tag{5}$$

Since $\beta>q$, the right side of (5) is also a lower bound on $n$ at every width.

## 6. Why the wave slows down

Integrate (1) over all $x$. The derivative term vanishes because $H'/\varepsilon$ is continuous and decays at both ends. What remains is

$$n^2=\frac{\int H\,dx}{\int (H/\varepsilon)\,dx}. \tag{6}$$

The numerator is the magnetic flux per unit length. The denominator is proportional to the voltage $\int E_x\,dx$, since $E_x\propto H/\varepsilon$. The metal acts on both. It adds flux, because $H$ penetrates it, and it subtracts voltage, because $E_x$ is reversed there. Both changes raise $n^2$ above $\varepsilon_d$.

Now let $E\to\infty$ at fixed $w$. Then $k_m\simeq\sqrt E\,k_0$ and $qa\to0$, so $\tanh(qa)\simeq qa$. Equation (2) becomes $q^2a\simeq\varepsilon_dk_0/\sqrt E$. With $\delta=1/(k_0\sqrt E)$, the penetration depth of the field,

$$n^2\simeq\varepsilon_d\left(1+\frac{2\delta}{w}\right). \tag{7}$$

For a perfect conductor $\delta=0$. The mode still exists in every gap, but its index stays at $\sqrt{\varepsilon_d}$. The rise of the index thus comes from the field inside the metal.

## 7. In what sense this mode is the lowest

For odd $H$ the gap field is $\sinh qx$, and the same matching gives

$$q\coth(qa)=rk_m. \tag{8}$$

Take $E>\varepsilon_d$ and let $q_e$ be the even root. For $q\ge q_e$, $q\coth(qa)/k_m>G(q,a)\ge r$, so (8) has no root there. Every odd mode has a smaller index than the even mode of Section 3. So has every mode with an oscillating gap field, since its index is below $\sqrt{\varepsilon_d}$. "Lowest" therefore means the largest $\beta$ at the given frequency.

In a narrow gap the odd modes are absent altogether. Consider real $q$ first and put $x=qa$. Squaring (8) gives

$$x^2\coth^2x-r^2x^2=r^2K^2a^2.$$

The left side is at least $1-r^2$. For $x\le1$ this follows from $x\coth x\ge1$ and $r^2x^2\le r^2$. For $x\ge1$ it follows from $\coth x\ge1$. No root exists if $r^2K^2a^2<1-r^2$. Multiplying by $E^2/(E+\varepsilon_d)$ turns this into

$$\varepsilon_dk_0a<\sqrt{E-\varepsilon_d}. \tag{9}$$

For $q=ip$ the condition is $p\cot(pa)=r\sqrt{K^2-p^2}$. Let $y=\sqrt{\varepsilon_d}k_0a<\pi/2$. The function $x\cot x$ falls on $(0,\pi/2)$, since its derivative is $(\sin2x-2x)/(2\sin^2x)$. The left side is therefore at least $\sqrt{\varepsilon_d}k_0\cot y$, while the right side is at most $rK$. No root exists if

$$\tan y<\frac{E}{\sqrt{\varepsilon_d(E+\varepsilon_d)}}. \tag{10}$$

When (9) and (10) both hold, the even mode is the only propagating TM mode. An odd mode reaches $\beta=0$ where $p=\sqrt{\varepsilon_d}k_0$ and $k_m=\sqrt Ek_0$, that is, at $\tan y=\sqrt{E/\varepsilon_d}$.

## 8. Example: resist between aluminium layers

Take a photon energy of 3.40 eV, close to the mercury i-line, for which $k_0=0.01723\ \mathrm{nm^{-1}}$. Rough typical permittivities are $-19$ for aluminium, its loss being set aside for now, and 2.9 for a resist. Then $r=2.9/19=0.1526$, and the mode exists at every width.

For $w=20$ nm the root of (2) is $q/k_0=2.189$, with $qa=0.3772$ and $k_m/k_0=5.166$. The two sides of (2), divided by $k_0$, are $2.189\times0.360=0.788$ and $0.1526\times5.166=0.788$, equal within rounding. The index is

$$n=\sqrt{2.189^2+2.9}=2.773,$$

compared with 1.703 in bulk resist. The guided wavelength is 131.5 nm (1315 Å). Two such waves running in opposite directions have field components varying as $\cos\beta z$ and $\sin\beta z$. Their intensity pattern repeats every half wavelength, about 66 nm.

Equation (6) shows where the slowing arises. In units of $1/k_0$, the flux integral is $2\sinh(qa)/q=0.353$ in the gap and $2\cosh(qa)/k_m=0.415$ in the metals. More than half of the flux is in metal. The ratio is

$$n^2=\frac{0.353+0.415}{0.353/2.9-0.415/19}=7.69,$$

in agreement with $2.773^2$. The simpler estimate (7), with $\delta=13.3$ nm, gives $n=2.60$. It is 6% below the root because $E$ is not large enough for its approximations.

The index is 2.20 at 50 nm, 3.63 at 10 nm, 5.23 at 5 nm and 18.5 at 1 nm. The wide-gap limit is 1.85. The closing law (5) reads $nw\to17.9$ nm. It is 4% low at 1 nm and 32% low at 5 nm, so the $1/w$ law sets in only at gaps of about a nanometre.

Condition (9) holds below about 161 nm and condition (10) below 80.0 nm. The even mode is thus alone below 80.0 nm. An odd mode has zero index at 81.7 nm.

These results were tested by solving (1) directly with finite elements, without using (2). At each of six gaps from 50 to 1 nm this gave one even mode, searched up to an index of about 300, and its index agreed with the root of (2) within 0.2%. It gave no odd mode at 78.4 nm and one at 84.1 nm. With the metal permittivity changed to $-10^4$ at $w=20$ nm, the index fell to 1.752, close to the bulk resist value as (7) requires.

## 9. Silver at the same photon energy

Silver near 3.4 eV has a permittivity of roughly $-2.4$, apart from its loss. With the same resist, $r=2.9/2.4=1.21$, and Section 3 excludes the even mode. For a 20 nm gap the finite-element solution finds no even mode and one odd mode. With permittivity $-3.2$ it finds one even mode.

The odd mode is expected. The ratio $q\coth(qa)/k_m$ starts at $1/(aK)=2.5$ for $q\to0$ and tends to 1 for large $q$, so it must cross 1.21. In the lossless model a negative permittivity can thus leave a guided wave in the gap, but one of the other parity. Its energy flows against its phase velocity. In real silver it is strongly damped: with an imaginary permittivity of a few tenths, its intensity falls by a factor $e$ in less than half a guided wavelength. The sharp boundary at $E=\varepsilon_d$ belongs to the lossless, local model. Loss blurs it, and so does the electron pressure of Section 10.

## 10. What real layers change

Resist a few tens of nanometres thick between a metal mask and a reflecting metal layer is a real near-field arrangement, and the parameters above are in its range. The assumption that fails most clearly is the absence of loss. With a rough aluminium permittivity of $-19+3.5i$, the index at 20 nm becomes $2.753+0.114i$. The real part moves by less than 1%, but the intensity falls by a factor $e$ in $1/(2k_0\,\mathrm{Im}\,n)=254$ nm. A rough resist extinction of 0.02 shortens this to 192 nm, about one and a half guided wavelengths. At a 1 nm gap, metal loss alone reduces the distance to 9.6 nm, less than half a guided wavelength. The mode persists there, but it hardly travels.

Other corrections at 20 nm are small. If 3 nm of native oxide (rough permittivity 3.2) on each wall takes up part of the same total gap, the lossless index rises to 2.823, or by 1.8%. This shift grows as the gap narrows, to about 4% at 10 nm. The same oxide fills a 6 nm gap completely, so the resist-filled values at 5 nm and below do not describe oxidised aluminium. By (4), $dn/dw=-0.045\ \mathrm{nm^{-1}}$, so to first order a gap 1 nm too narrow raises the index by 1.6%. The metals must also be several times thicker than $1/k_m=11$ nm.

**Electron pressure.** The divergence in (5) relies on a local metal. In the hydrodynamic model of a free-electron metal with hard walls, a charge wave $e^{-\kappa(x-a)}$ is added. It exists where the longitudinal permittivity $1-\omega_p^2/(\omega^2-v^2k^2)$ vanishes. With $k^2=\beta^2-\kappa^2$,

$$\kappa^2=\beta^2+\frac{\omega_p^2-\omega^2}{v^2},\qquad v^2=\tfrac35v_F^2.$$

Let $H$ be the magnetic field at the wall. The added field at the wall is $-\nabla\phi=(\kappa,\,-i\beta)B/k_0$ in its $x$ and $z$ components. No electron current crosses the wall, so Ampère's law there gives $E_x=\beta H/k_0$. Hence $-\beta H/E+\kappa B=\beta H$, or $\kappa B=\beta(1+1/E)H$. Continuity of $E_z$ then replaces (2) by

$$\frac{q\tanh(qa)}{\varepsilon_d}=\frac{k_m}{E}-\frac{\beta^2}{\kappa}\left(1+\frac1E\right). \tag{11}$$

The plasma energy that reproduces $-19$ is $3.40\sqrt{20}=15.2$ eV, and it fixes the electron density and so $v_F$. Equation (11) lowers the lossless index by 1.2% at 20 nm and by 28%, to 13.4, at 1 nm. As $w\to0$ at finite $q$ its left side vanishes, leaving $k_m\kappa=(1+E)\beta^2$. In this model the index then stops at about 43 instead of diverging. The condition $E>\varepsilon_d$ also ceases to be sharp. The right side of (11) is positive at $q=0$ and tends to $-\beta$ at large $\beta$, so an even root exists for $E\le\varepsilon_d$ as well. For a lossless free-electron metal of permittivity $-2.4$ and a 20 nm gap it lies at an index near 28. Hard walls keep the electrons inside the metal. At a real aluminium surface they spill outwards, which moves the screening charge towards the gap and can raise the index instead. The shifts from (11) are therefore a rough scale for the error of the local model, and their sign is not a prediction for real aluminium.

**Tunnelling.** For a rough barrier $\phi_b=3$ eV, the static factor $\exp(-2\sqrt{2\phi_b}\,w)$ is $2\times10^{-8}$ at 1 nm and $5\times10^{-3}$ at 0.3 nm. It does not cover electrons lifted over the barrier by the light, which is possible here because the photon energy exceeds 3 eV. The limit $w\to0$ is therefore a property of the local model. For real layers the rise of the index is a usable guide at gaps of several nanometres and more, provided that $E>\varepsilon_d$ and the pattern is no longer than the propagation distance. The numerical output below lists the values for each gap.

## Values computed for the example and the checks

```
photon energy (input, rough): 3.40 eV
vacuum wavelength: 364.7 nm
k0: 0.01723 1/nm
aluminium permittivity (input, rough): -19.0 + 3.5i
resist permittivity (input, rough): 2.90
resist bulk index: 1.7029
ratio r = eps_d/E: 0.1526
main gap (input): 20.0 nm
main gap: q/k0 = 2.1890, q*a = 0.3772
main gap: k_m/k0 = 5.1664
main gap: index = 2.7734, finite elements 2.7734
main gap: guided wavelength = 131.5 nm
main gap: slope dn/dw = -0.04545 1/nm
gap nm | n lossless | n finite el. | Re n lossy | travel nm | n with pressure
 50.0 | 2.1981 | 2.1981 | 2.1887 | 527.76 | 2.1864
 20.0 | 2.7734 | 2.7734 | 2.7532 | 253.54 | 2.7393
 10.0 | 3.6346 | 3.6346 | 3.5933 | 133.47 | 3.5434
  5.0 | 5.2346 | 5.2347 | 5.1394 | 63.79 | 4.9525
  2.0 | 10.0395 | 10.0396 | 9.7449 | 21.31 | 8.5607
  1.0 | 18.5106 | 18.5108 | 17.8961 | 9.56 | 13.3655
single-surface plasmon index: 1.8500
finite-element index at 1000 nm gap: 1.8501
closing limit of n*w: 17.856 nm
finite-element n*w at 0.1 nm gap: 17.863 nm
aluminium penetration depth 1/(k0 sqrt E): 13.31 nm
penetration estimate of main-gap index: 2.6002
main-gap index for E = 10000: 1.7518
no odd mode guaranteed below gap: 80.00 nm
odd mode has zero index at gap: 81.68 nm
silver permittivity (input, rough): -2.4
silver, main gap: even modes 0, odd modes 1
permittivity -3.2, main gap: even modes 1
resist extinction (input, rough): 0.02
main gap, metal loss only: n = 2.7532+0.1145j
main gap, metal and resist loss: n = 2.7508+0.1509j, travel 192.35 nm
oxide (input, rough): 3.0 nm per wall, permittivity 3.2
main gap with oxide: index = 2.8233
free-electron plasma energy: 15.21 eV
electron-pressure length: 0.0679 nm
index ceiling with pressure as gap closes: 42.98
tunnel barrier (input, rough): 3.0 eV
static tunnelling factor at 20.0 nm: 7.08e-155
static tunnelling factor at 1.0 nm: 1.96e-08
static tunnelling factor at 0.3 nm: 4.87e-03
```
